Brooks's effective screening density in a partly frozen-out, compensated semiconductor

In an n-type semiconductor whose donors are partly neutral, a weak static charge is screened over a length λ given by

λ² = ε kT/(e² n′),  n′ = n + N₊N₀/N_D.

Here n is the free-electron density, N_D the donor density, and N₊ and N₀ are the densities of ionized and neutral donors. With N_A acceptors, all ionized, neutrality gives N₊ = n + N_A, so that

n′ = n + (n + N_A)[1 − (n + N_A)/N_D].

The added term is positive whenever some donors are neutral and some ionized. Then n′ > n, and n′ = n at full ionization. Electrons bound to donors do not carry band current, but they can redistribute among the donors, and this moves charge.

The result holds for non-degenerate electrons, to first order in the potential, in a mean-field description that treats the donors as a continuum. Donor occupations must have time to reach equilibrium.

**The undisturbed state**

Let e > 0, and let φ be the electrostatic potential, so that an electron has energy −eφ. A donor holds at most one electron. Its ground level lies E_b below the band edge E_c, and the Fermi level is μ. With N_c the effective density of band states,

n = N_c exp[(μ − E_c)/kT].

The empty donor has statistical weight 1. The occupied donor has weight g exp[(μ − E_c + E_b)/kT], where

g = Σ_j g_j exp[−(E_j − E_0)/kT]

sums over its ground and excited levels E_j with weights g_j. The ratio of the two weights is the ratio of populations:

N₀/N₊ = g exp[(μ − E_c + E_b)/kT] = n/n₁,  n₁ = (N_c/g) exp(−E_b/kT).

Putting N₊ = n + N_A and N₀ = N_D − N_A − n into nN₊ = n₁N₀ gives

n² + (N_A + n₁)n − n₁(N_D − N_A) = 0,

n = ½{−(N_A + n₁) + √[(N_A + n₁)² + 4n₁(N_D − N_A)]}.

The other root is negative.

**First derivation: the occupations respond**

Apply a potential that varies slowly over a donor's bound state. Band edge and donor levels then shift together by −eφ. Let ψ = eφ/kT. The disturbance is local and the distant crystal acts as a reservoir, so μ stays fixed. Local neutrality must not be imposed, because the departure from it is the screening charge.

The free electrons obey n(ψ) = n exp(ψ), hence

δn = nψ.

For the donors the population ratio becomes (N₀/N₊)exp(ψ). The neutral fraction f therefore satisfies

ln[f/(1 − f)] = ln(N₀/N₊) + ψ.

Differentiating the left side gives [1/f + 1/(1 − f)] df = df/[f(1 − f)], so df/dψ = f(1 − f). With f = N₀/N_D and 1 − f = N₊/N_D,

δN₀ = N_D f(1 − f)ψ = Dψ,  D = N₊N₀/N_D.

Both changes have the same sign: where φ is positive, electrons gather in the band and on the donors. Each extra electron contributes −e, whether it is free or neutralizes a donor, so

δρ = −e(n + D)ψ = −e²n′φ/kT.

For an added charge density ρ_ext, Poisson's equation ∇²φ = −(ρ_ext + δρ)/ε becomes

∇²φ − φ/λ² = −ρ_ext/ε,  1/λ² = e²n′/(εkT).

For a point charge Ze, set φ = u/r. Away from the origin u″ = u/λ². The decaying solution that joins the bare Coulomb potential at small r is

φ = Ze exp(−r/λ)/(4πεr).

The integrated response charge is

−(ε/λ²)∫φ 4πr² dr = −(Ze/λ²)∫r exp(−r/λ) dr = −Ze,

as complete screening requires. Donors supply the fraction D/n′ of it.

**Second derivation: the free energy is minimized**

Now take the local densities n and ν of free and bound electrons as the variables. A cell of volume Ω contains N_DΩ donors, of which νΩ are occupied. The number of ways to choose them is a binomial coefficient, and Stirling's formula gives its logarithm. Including the free energy −kT ln g of each occupied donor's internal states, the free energy per volume is

F = nE_c + kT n[ln(n/N_c) − 1] + ν(E_c − E_b − kT ln g) + kT{ν ln(ν/N_D) + (N_D − ν) ln[(N_D − ν)/N_D]}.

Without a disturbance, ∂F/∂n = μ and ∂F/∂ν = μ read

E_c + kT ln(n/N_c) = μ,

E_c − E_b − kT ln g + kT ln[ν/(N_D − ν)] = μ.

These are the populations found above, with ν = N₀. The linear terms in the expansion of F − μ(n + ν) therefore vanish, and the curvatures are

∂²F/∂n² = kT/n,

∂²F/∂ν² = kT[1/N₀ + 1/N₊] = kT N_D/(N₀N₊) = kT/D.

Consider one Fourier component of wavevector q. Let z be the amplitude of the added charge in units of e, and a and b the amplitudes of the extra free and bound electrons. With v = e²/(εq²) for the bare Coulomb interaction, the energy of the mode is

w = ½kT(a²/n + b²/D) + ½v(z − a − b)².

Every term is positive, so the stationary point is a minimum. Setting the derivatives with respect to a and b to zero gives

kT a/n = v(z − a − b) = kT b/D.

The middle expression is the net potential eφ_q. Thus a = nψ_q and b = Dψ_q, and

eφ_q = v(z − n′eφ_q/kT).

Multiplying by q²/e and collecting φ_q gives

(q² + 1/λ²)φ_q = ez/ε,

which is the Fourier form of the screened Poisson equation, with the same λ. Free and bound electrons act like capacitors in parallel: both feel the same potential, and their responses n and D add.

**What each derivation assumes**

Both use equilibrium, a common mean potential, rigidly shifted levels and a weak disturbance. Neither follows the correlations between individual donors.

The first needs the mean occupation of a single donor, and no cell with many donors until these occupations are turned into a smooth charge density. It extends directly to degenerate electrons: nψ becomes (kT ∂n/∂μ)ψ, so the free-electron term n in n′ = n + N₊N₀/N_D is replaced by kT ∂n/∂μ, while N₊ and N₀ keep their actual values. This still assumes isolated donor levels; at the doping where a uniform crystal becomes degenerate, the levels broaden and merge with the band, and the donor term no longer applies. It also gives the response before linearization.

The second needs cells that hold many donors yet are small compared with the wavelength of the disturbance. In return it gives the energy cost of a change in occupation, and hence the thermal fluctuations, which matter for the mobility below.

**Limits**

Since f(1 − f) ≤ ¼, the donor term never exceeds N_D/4. On cooling a compensated crystal, n → 0 and N₊ → N_A, so

n′ → N_A(1 − N_A/N_D).

The ratio n′/n then grows without limit, because free electrons disappear while bound electrons still have empty donors to move to. Without acceptors N₊ = n, and

n′ = n + n(1 − n/N_D) → 2n when n ≪ N_D.

The cold compensated limit is formal in two respects. Electrons must still pass between donors, by hopping or through the band; if they are too slow, the bound contribution is lost. The potentials of neighbouring charges must also stay below kT, which fails on sufficient cooling.

**Phosphorus-doped silicon at 77 K**

Take N_D = 10¹⁶ cm⁻³ and N_A = 10¹⁵ cm⁻³. Rough inputs are a relative permittivity of 11.7 and donor binding energies of 45, 34 and 33 meV with weights 2, 6 and 4. With kT = 6.635 meV,

g = 2 + 6 exp(−11/6.635) + 4 exp(−12/6.635) = 3.80.

Higher excited levels are left out of this sum. The next two shells, taken from anisotropic effective-mass levels, would raise g by about 10% and lower n by about 5%.

From N_c = 3.568×10¹⁸ cm⁻³,

n₁ = (3.568×10¹⁸/3.799) exp(−45/6.635) = 1.065×10¹⁵ cm⁻³.

In units of 10¹⁵ cm⁻³ the quadratic gives

n = ½[−2.065 + √(2.065² + 4 × 1.065 × 9)] = 2.231.

Hence N₊ = 3.231, N₀ = 6.769, and

D = 3.231 × 6.769/10 = 2.187,  n′ = 2.231 + 2.187 = 4.418.

Donors supply half of the screening charge. The screening length is 31.2 nm, against 43.9 nm if n alone is used; the ratio is √1.98 = 1.41.

Two tests bear on this. The charge response was differentiated numerically from the donor state sum and a Fermi-Dirac integral at six temperatures from 20 to 300 K, and it agreed with n′ within 0.2%. The nonlinear radial Poisson equation, which does not contain n′, was solved for charges of −0.02e and −e; its decay length far from the charge agreed with λ within 1%.

At 300 K, n′/n is 1.02. At 50 K it is 7.6 with the binding energies of isolated donors, but about 5.4 if the weakening of the binding by screening, estimated below for 77 K, is included once. At the mean donor spacing of 46.4 nm the bare Coulomb energy is kT × 18.55/46.42 = 2.65 meV, where 18.55 nm is e²/(4πεkT) at 77 K. This equals kT near 31 K, so the values at 30 and 20 K in the numerical output show the formula's limit and do not predict the behaviour of this crystal. The donor nearest to an acceptor is closer, about 26 nm on average, and there the Coulomb energy equals kT near 55 K, so the 50 K value lies at the edge of the weak-potential regime.

**Effect on the mobility**

Let m be the conductivity mass, k the electron's wavenumber and v_k = ħk/m its speed. The Fourier transform of the screened potential follows from

∫[exp(−r/λ)/r] exp(−i**q**·**r**) d³r = (4π/q)∫exp(−r/λ) sin(qr) dr = 4π/(q² + 1/λ²).

In the Born approximation the scattering amplitude has magnitude m/(2πħ²) times the transformed potential energy, which is

(2/a_B)/(q² + 1/λ²),  a_B = 4πεħ²/(me²).

With s = 1 − cos θ, q² = 2k²s. The momentum-loss rate from N_I = N₊ + N_A independent ions is

1/τ = N_I v_k (8π/a_B²) ∫₀² s ds/(2k²s + 1/λ²)².

Substitute t = 2k²λ²s and β = 4k²λ². The integral becomes

(1/4k⁴)∫₀^β t dt/(1 + t)² = (1/4k⁴)∫₀^β [1/(1 + t) − 1/(1 + t)²] dt = (1/4k⁴)[ln(1 + β) − β/(1 + β)],

and therefore

1/τ = 2πN_I v_k [ln(1 + β) − β/(1 + β)]/(a_B²k⁴).

In the conductivity, τ is weighted by v_k², the density of states and −∂f₀/∂E, where f₀ is the equilibrium distribution. With x = E/kT these are proportional to x, √x and exp(−x), so the mobility is (e/m) times the average of τ with weight x^(3/2) exp(−x).

For N_I = 4.23×10¹⁵ cm⁻³ the ion-limited mobility is 2.34×10⁴ cm²/Vs with n and 2.63×10⁴ cm²/Vs with n′, a gain of 13% at fixed N_I. The gain is modest because λ enters through a logarithm.

This treats the ions as independent, although the donors that screen also fluctuate. Let κ_n² = e²n/(εkT), κ_D² = e²D/(εkT) and κ² = κ_n² + κ_D² = 1/λ². In w, minimize over a at fixed b. Then z − a − b = (z − b)/(1 + nv/kT), and the terms containing a reduce to ½V_n(z − b)², with

V_n = v/(1 + nv/kT) = e²/[ε(q² + κ_n²)].

The total stiffness of b is kT/D + V_n. With amplitudes normalized per square root of volume, its thermal variance is kT divided by this stiffness:

S = D/(1 + DV_n/kT) = D(q² + κ_n²)/(q² + κ²).

For a ring of 12 two-state donors with a neighbour coupling of 0.1 kT, a sum over all 4096 states gave the change of S caused by the coupling within 10% of the corresponding formula, at the longest and the shortest wavelength.

The fluctuations add V_n²S to the spectrum of the electron's potential energy. Donors at random sites with mean charge eN₊/N_D, together with the acceptors, contribute (e²/ε)²(N₊²/N_D + N_A)/(q² + κ²)². Because N₊²/N_D + D = N₊, the sum is

(e²/ε)² [N_I + Dκ_D²/(q² + κ_n²)]/(q² + κ²)².

The extra term increases the scattering. If the fluctuations are static during a collision, the mobility is 2.56×10⁴ cm²/Vs, and the gain over screening by n alone falls from 13% to 10%.

**How far the numbers can be trusted**

A sphere of radius λ holds on average 0.86 neutral donors. Individual screening clouds therefore differ strongly, and n′ describes an average; the error of the continuum picture is not quantified here. Within that picture nonlinearity is mild. It changes the far field of an acceptor by +4.5%, and that of a donor by −4.0% when a core of radius 9.3 nm is excluded, each relative to the linear solution. The donor figure depends on the chosen core: it is −2.4% for 18.6 nm, −7% for 4 nm and −13% for 2.4 nm.

Screening also weakens the donor's binding. For r ≪ λ, expanding exp(−r/λ) adds e²/(4πελ) = 3.95 meV to the bound electron's energy. Using this shift once raises n to 2.95×10¹⁵ and n′ to 5.34×10¹⁵ cm⁻³, and lowers their ratio to 1.81; iterated to self-consistency, the shift is 4.4 meV and the ratio 1.79. Degeneracy matters far less: it reduces the free response by 0.02%.

The Born approximation is poor here. At energy 3kT, partial waves give 0.83 of the Born momentum-transfer cross section for a donor and 0.65 for an acceptor. Replacing n′ by n raises these cross sections by 13% and 20%, so the benefit of the stronger screening survives at this energy. Averaged over energy with partial waves, the mobilities for independent ions are about 2.9×10⁴ cm²/Vs with n and 3.3×10⁴ cm²/Vs with n′: the Born values are about 20% low, and the gain is 14%. Using the transverse or the longitudinal valley mass alone gives mobility gains of 14% or 10%; a full anisotropic calculation was not made.

The example corresponds to a moderately doped silicon layer cooled by liquid nitrogen. Its 10% compensation is a chosen value, and well-grown silicon can have much less. With N_A = 0 and the same n₁, the quadratic gives n = 2.77×10¹⁵ cm⁻³ and n′ = n(2 − n/N_D) = 4.78×10¹⁵ cm⁻³, a ratio of 1.72. Devices also contain depleted regions, where the neutral-bulk assumption fails: with no free electrons and all donors ionized, both parts of n′ vanish.

Lattice vibrations and neutral donors dilute the effect on the total mobility. Take a rough lattice mobility of 2×10⁴ cm²/Vs, and for neutral donors the largest s-wave cross section, 4π/k², which gives 5.7×10⁴ cm²/Vs. Adding reciprocal mobilities gives about 9100 cm²/Vs with n and 9500 cm²/Vs with n′, if the donor fluctuations, which reduce the gain, are left out. This overestimates the total, because the scattering rates depend differently on energy. Adding the rates at each energy, with a lattice rate proportional to √E, gives about 6900 and 7300 cm²/Vs. The screening length changes by 29% relative to its free-electron value, and either estimate of the total mobility by about 5%, or by about 4% when the donor fluctuations are included.

Computed results

```
Temperature: 77 K
Thermal energy kT: 6.635 meV
Donors N_D: 1e+16 cm^-3
Acceptors N_A: 1e+15 cm^-3
Relative permittivity (rough): 11.7
Valley masses t, l (rough): 0.19 0.92 m_e
Donor binding energies (rough): [45. 34. 33.] meV
Donor level weights: [2. 6. 4.]
Density-of-states mass per valley: 0.3214 m_e
Conductivity mass: 0.2583 m_e
Band density N_c: 3.568e+18 cm^-3
Donor degeneracy factor g(T): 3.799
Free electrons n: 2.231e+15 cm^-3
Ionized donors: 3.231e+15 cm^-3
Neutral donors: 6.769e+15 cm^-3
Donor part of screening density: 2.187e+15 cm^-3
Effective screening density n_eff: 4.418e+15 cm^-3
Ratio n_eff/n: 1.98
Finite-difference screening density: 4.418e+15 cm^-3
Screening length with n only: 43.85 nm
Screening length with n_eff: 31.16 nm
Decay length, nonlinear equation, weak charge: 31.16 nm
T=300 K: n=8.847e+15, n_eff=8.998e+15 cm^-3, ratio=1.017
T=150 K: n=7.641e+15, n_eff=8.815e+15 cm^-3, ratio=1.154
T=77 K: n=2.231e+15, n_eff=4.418e+15 cm^-3, ratio=1.98
T=50 K: n=1.536e+14, n_eff=1.174e+15 cm^-3, ratio=7.643
T=30 K: n=1.013e+11, n_eff=9.002e+14 cm^-3, ratio=8882
T=20 K: n=9.659e+06, n_eff=9.000e+14 cm^-3, ratio=9.318e+07
Cold compensated limit of n_eff: 9e+14 cm^-3
n_eff/n at 20 K without acceptors: 2
Charged scatterers N_I: 4.231e+15 cm^-3
Ion-limited mobility, n only: 2.335e+04 cm2/Vs
Ion-limited mobility, n_eff: 2.634e+04 cm2/Vs
Ion-limited mobility, n_eff and fluctuations: 2.559e+04 cm2/Vs
Degeneracy: relative loss of free response: 0.0002209
Ground donor level only: n=3.015e+15, n_eff=5.419e+15 cm^-3
Binding energy lowering by screening: 3.95 meV
With lowered binding: n=2.954e+15, n_eff=5.344e+15 cm^-3
Coulomb length e^2/(4 pi eps kT): 18.55 nm
Acceptor far-field charge, nonlinear/linear: 1.045
Donor core radius in nonlinear estimate: 9.274 nm
Donor far-field charge, nonlinear/linear: 0.9597
Mean donor spacing N_D^(-1/3): 46.42 nm
Neutral donors in sphere of radius lambda: 0.858
Mobility gain n_eff/n, transverse mass: 1.136
Mobility gain n_eff/n, longitudinal mass: 1.103
Born parameter 1/(k a) at energy 3kT: 1.14
Partial waves, donor: section/Born=0.829, section(n)/section(n_eff)=1.128
Partial waves, acceptor: section/Born=0.650, section(n)/section(n_eff)=1.197
Born section(n)/section(n_eff) at 3kT: 1.129
Lattice mobility (rough input): 2e+04 cm2/Vs
Neutral-donor mobility, s-wave maximum: 5.7e+04 cm2/Vs
Combined mobility: n only 9060, n_eff 9478 cm2/Vs
```
